# Square-root laws for plasma density and voltage in emitter-limited PiN diodes

Suppose the drift-region voltage of a conducting PiN diode has been computed at one current density and is needed at ten times that value. Take the mobilities, the base lifetime and the emitter recombination coefficients to be constant. If carriers recombine mainly in the base, the ohmic voltage should then be left unchanged. If they recombine mainly in the emitters, it should be multiplied by about $\sqrt{10}$. The derivation below shows where the second rule comes from, how far its prefactor can drift, and what replaces it when an assumption fails.

## Model and conventions

The plasma region fills $0<x<d$, with the p+ emitter to its left and the n+ emitter to its right. The current density $J>0$ flows towards $+x$. The charge $q$ is positive, and $V_T=kT/q$. Engineering units are used throughout.

The plasma is quasi-neutral and much denser than the background doping, so electrons and holes share one density $n(x)$. Its end values are $n_0=n(0)$ and $n_d=n(d)$, with ratio $r=n_d/n_0$. The mobilities $\mu_n$ and $\mu_p$ are constant, $b=\mu_n/\mu_p$, and the Einstein relation $D=\mu V_T$ holds.

## Why emitter recombination is quadratic

Consider the p+ emitter, with doping $N$ and depth $W$. If the quasi-Fermi levels are flat across the thin junction, the product of electron and hole densities, divided by its equilibrium value, is the same on both sides. Gap narrowing $\Delta$, measured relative to the plasma and taken as constant, raises the equilibrium product in the emitter by $g=e^{\Delta/kT}$. Hence $n_Ep_E=g\,n_0^2$. At low injection $p_E\approx N$, and

$$n_E=\frac{g\,n_0^2}{N},\qquad n_E\ll N. \tag{1}$$

The square appears because both carrier densities in the plasma rise together, while the emitter's majority density stays fixed.

Let $z$ be the depth into the emitter, and let $D_E$ and $L_E$ be the minority diffusivity and diffusion length. The minority density $m(z)$ obeys $m''=m/L_E^2$, with $m(0)=n_E$ and $m(W)=0$ at an ohmic contact. Therefore

$$m(z)=n_E\frac{\sinh[(W-z)/L_E]}{\sinh(W/L_E)}. \tag{2}$$

The particle flux into the emitter is $-D_Em'(0)=(D_En_E/L_E)\coth(W/L_E)$. Electrons moving towards $-x$ carry positive current, so

$$J_n(0)=q h_p n_0^2,\qquad h_p=\frac{gD_E}{NL_E}\coth\frac{W}{L_E}. \tag{3}$$

The same argument for holes entering the n+ emitter gives

$$J_p(d)=q h_n n_d^2, \tag{4}$$

with $h_n$ built from that emitter's parameters. The subscript on $h$ names the emitter, not the carrier.

## Transport in the plasma

The two currents are

$$J_n=q\mu_n(nE+V_Tn'),\qquad J_p=q\mu_p(nE-V_Tn'). \tag{5}$$

Their sum is $J=q(\mu_n+\mu_p)nE+q(\mu_n-\mu_p)V_Tn'$. Solving for the field,

$$E=\frac{J}{q(\mu_n+\mu_p)n}-V_T\frac{b-1}{b+1}\frac{n'}{n}. \tag{6}$$

The first term is ohmic. The second, the Dember field, arises because the two carriers diffuse at different rates.

To remove the field instead, divide each current in (5) by its $q\mu$ and subtract:

$$\frac{J_n}{\mu_n}-\frac{J-J_n}{\mu_p}=2qV_Tn'. \tag{7}$$

Multiplying by $\mu_n\mu_p/(\mu_n+\mu_p)$ and collecting $J_n$ gives

$$J_n=\frac{b}{1+b}J+qD_an',\qquad D_a=\frac{2V_T\mu_n\mu_p}{\mu_n+\mu_p}. \tag{8}$$

## When the emitters dominate

With a constant base lifetime $\tau$, electron continuity reads $J_n'=qn/\tau$. Integrate across the base and use $J_n(d)=J-J_p(d)$ with (3) and (4):

$$J=qh_pn_0^2+qh_nn_d^2+\frac{q}{\tau}\int_0^d n\,dx. \tag{9}$$

For a nearly flat plasma, with $H=h_p+h_n$, this becomes $J/q=Hn^2+nd/\tau$. The emitter term dominates when

$$n\gg n_c=\frac{d}{\tau H}. \tag{10}$$

In the opposite limit, $n=J\tau/(qd)$ grows linearly with $J$. The ohmic voltage $Jd/[q(\mu_n+\mu_p)n]$ then equals $d^2/[(\mu_n+\mu_p)\tau]$, independent of current. This is the rule for base recombination quoted at the start.

Now drop the base term. Equation (9) reduces to

$$J=q(h_pn_0^2+h_nn_d^2), \tag{11}$$

so the weighted root-mean-square end density satisfies

$$\sqrt{\frac{h_pn_0^2+h_nn_d^2}{h_p+h_n}}=\sqrt{\frac{J}{qH}} \tag{12}$$

at every $J$ within this model. The separate densities follow the same power if their ratio $r$ is constant. In general it is not, so $r$ has to be found.

## The density ratio

Without base recombination $J_n$ is uniform. By (8), $n'$ is then uniform too, and the profile is a straight line with $n'=(n_d-n_0)/d$. Insert this, $J_n=qh_pn_0^2$ and (11) into (8):

$$\frac{D_a(n_d-n_0)}{d}=h_pn_0^2-\frac{b}{1+b}(h_pn_0^2+h_nn_d^2)=\frac{h_pn_0^2-bh_nn_d^2}{1+b}. \tag{13}$$

Multiplying by $(1+b)/n_0$ and writing $n_d=rn_0$,

$$\frac{(1+b)D_a}{d}(r-1)=n_0(h_p-bh_nr^2). \tag{14}$$

Define $r_\infty=\sqrt{h_p/(bh_n)}$. The right side is $n_0bh_n(r_\infty-r)(r_\infty+r)$. Since $n_0>0$, the factors $r-1$ and $r_\infty-r$ must have the same sign, or both vanish. Thus $r$ lies between 1 and $r_\infty$.

For $r_\infty\ne1$, set $r=1+(r_\infty-1)s$ with $0<s<1$. Then $r_\infty-r=(r_\infty-1)(1-s)$, the common factor cancels, and

$$n_0=\frac{(1+b)D_a}{bh_nd}\,\frac{s}{(1-s)(r_\infty+r)}. \tag{15}$$

Choosing $s$ fixes $r$, $n_0$ and, through (11), $J$.

Conversely, each $J$ belongs to one $s$. To see this, treat $J_n$ as the unknown at fixed $J$, with $n_0=\sqrt{J_n/(qh_p)}$ and $n_d=\sqrt{(J-J_n)/(qh_n)}$. Equation (8) requires

$$\frac{qD_a}{d}(n_d-n_0)=J_n-\frac{b}{1+b}J. \tag{16}$$

As $J_n$ rises from 0 to $J$, the left side falls and the right side rises. The left side is the larger at $J_n=0$ and the smaller at $J_n=J$, so there is one crossing. Two values of $s$ therefore cannot share one $J$. Since $J(s)$ is continuous, tends to zero as $s\to0$ and diverges as $s\to1$, it increases steadily. Raising the current moves $r$ monotonically from 1 to $r_\infty$.

## The two square-root limits

At low current, still subject to (10), $r\to1$ and (11) gives

$$n_0=n_d=\sqrt{\frac{J}{qH}}. \tag{17}$$

Diffusion is then strong enough to keep the plasma flat. Linearising (14) gives $r-1\approx nd(h_p-bh_n)/[(1+b)D_a]$. Since $|h_p-bh_n|/(1+b)<H$, the condition $Hnd/D_a\ll1$ is sufficient for any emitter pair, though not necessary. Together with (10), a sufficient window is

$$\frac{d}{\tau H}\ll n\ll\frac{D_a}{Hd}. \tag{18}$$

The window exists if $d^2\ll D_a\tau=L_a^2$, where $L_a$ is the ambipolar diffusion length.

At high current $r\to r_\infty$. The diffusion term in (8) grows as $\sqrt J$ and becomes negligible beside the terms proportional to $J$. Hence $J_n=bJ/(1+b)$ and $J_p=J/(1+b)$, so

$$n_0=\sqrt{\frac{bJ}{(1+b)qh_p}},\qquad n_d=\sqrt{\frac{J}{(1+b)qh_n}}. \tag{19}$$

Drift now divides the current in the ratio of the mobilities, and each end density adjusts until its emitter consumes its share.

If $h_p=bh_n$, then $r_\infty=1$. Equation (14) forces $r=1$, because for any other $r$ its two sides have opposite signs. The limits coincide, and the densities follow $\sqrt J$ at every current.

## The drift-region voltage

The voltage is $V=\int_0^dE\,dx$. For the linear profile, changing variable from $x$ to $n$ gives

$$\int_0^d\frac{dx}{n}=\frac{d}{n_d-n_0}\ln\frac{n_d}{n_0}=\frac{d}{n_0}\frac{\ln r}{r-1}. \tag{20}$$

By (11), $n_0=\sqrt{J/[q(h_p+h_nr^2)]}$. The ohmic part of (6) therefore integrates to

$$V_\Omega=\frac{d}{\mu_n+\mu_p}\sqrt{\frac Jq}\;\sqrt{h_p+h_nr^2}\;\frac{\ln r}{r-1}, \tag{21}$$

where $\ln r/(r-1)$ means 1 at $r=1$. The factor multiplying $\sqrt J$ is continuous for $r$ between 1 and $r_\infty$, so it stays bounded. It becomes constant in both limits, and there $V_\Omega\propto\sqrt J$. The reason is simple: the current supplies one power of $J$, while the conductivity rises as $\sqrt J$.

The Dember part integrates to

$$V_D=-V_T\frac{b-1}{b+1}\ln r, \tag{22}$$

which tends to a constant at high current. There it is an offset to the square-root law, and it matters less as $V_\Omega$ grows.

The terminal voltage also contains the junctions. In the plasma the hole and electron quasi-Fermi potentials are $\psi+V_T\ln(n/n_i)$ and $\psi-V_T\ln(n/n_i)$, where $\psi$ is the electrostatic potential and $n_i$ the intrinsic density. Taking the first at $x=0$ minus the second at $x=d$ gives $V_\Omega+V_D$ plus

$$V_J=V_T\ln\frac{n_0n_d}{n_i^2}. \tag{23}$$

When both densities follow $\sqrt J$, $V_J$ grows as $V_T\ln J$. The square-root law therefore describes the drift region and not the whole diode.

## A silicon power diode

Take $d=100$ µm, $\tau=50$ µs, $T=300$ K, $\mu_n=700$ and $\mu_p=350$ cm²/Vs. Then $b=2$ and $D_a=12.06$ cm²/s. The p+ emitter has $N=5\times10^{18}$ cm⁻³, $D_E=5$ cm²/s, $L_E=10$ µm, $W=1.75$ µm and $g=6.92$. Equation (3) gives

$$h_p=\frac{6.92\times5}{(5\times10^{18})(10^{-3})}\coth(0.175)=3.99\times10^{-14}\ \mathrm{cm^4/s}. \tag{24}$$

The n+ emitter has $N=10^{19}$ cm⁻³, $D_E=3$ cm²/s, $L_E=3$ µm, $W=4$ µm and $g=10.18$, which give $h_n=1.17\times10^{-14}$ cm⁴/s. At 100 A/cm² the injection ratios $n_E/N$ are 0.3 % and 0.16 %. A numerical emitter solution that retains drift and finite injection changes either coefficient by about 0.1 % or less.

These coefficients give $r_\infty=1.306$. At $J=100$ A/cm² the solution has $r=1.193$, so $s=0.193/0.306=0.63$. Equation (15) then gives $n_0=1.05\times10^{17}$ cm⁻³, and $n_d=rn_0=1.25\times10^{17}$ cm⁻³. Substitution in (11) recovers the current:

$$q(4.40+1.84)\times10^{20}\ \mathrm{cm^{-2}s^{-1}}\approx100\ \mathrm{A/cm^2}. \tag{25}$$

The ohmic voltage is

$$V_\Omega=\frac{100\times10^{-2}}{q(1050)(1.05\times10^{17})}\,\frac{\ln1.193}{0.193}=0.052\ \mathrm V. \tag{26}$$

The Dember term is −1.5 mV, and the junctions add 0.84 V with the rough value $n_i=10^{10}$ cm⁻³. The part that obeys the square-root law is thus a small share of the total here.

With emitter recombination alone, $V_\Omega$ is 16.7, 51.8 and 161.8 mV at 10, 100 and 1000 A/cm². The successive ratios are 3.11 and 3.13, against $\sqrt{10}=3.16$. The small deficit is the drift of the prefactor in (21): $V_\Omega/\sqrt J$ falls from 5.41 to 5.08 mV/(A/cm²)$^{1/2}$ between the two limits, a change of 6 %. The local exponent $d\ln V_\Omega/d\ln J$ stays between 0.492 and 0.500 over the scanned range, $10^{-4}$ to $10^8$ A/cm². The ends of that range explore the equations and are not operating points.

Strongly unequal emitters bend the law more. With $h_n$ held fixed and $h_p$ raised to $50h_n$, $r_\infty=5$ and the exponent dips to 0.40 near 8 A/cm². An exponent fitted in such a crossover is not evidence against quadratic recombination.

Equations (15) and (21) were tested against a numerical solution of the separate electron and hole equations, without assuming a linear profile. The test used 1, 100 and $10^4$ A/cm² and three emitter pairs: the one above, the same pair interchanged, and $h_p=50h_n$. Densities and ohmic voltages agreed within one part in $10^5$.

## What the neglected effects do

For base recombination, (10) gives $n_c=3.9\times10^{15}$ cm⁻³. At 100 A/cm² the plasma is about thirty times denser. Including the lifetime lowers the mean density by 3 % and raises $V_\Omega$ by 3 %. At 10 A/cm² the ratio $n_c/n$ is already about 11 %. The upper edge of window (18) is $D_a/(Hd)=2.3\times10^{16}$ cm⁻³, barely six times $n_c$. That edge is conservative here: $|h_p-bh_n|/(1+b)$ is about a ninth of $H$, and $r-1$ is only 0.08 there. With the lifetime included, the density lies within about 7 % of (17) across the base at 10 and 30 A/cm². It lies 15 to 17 % below (17) at 1 A/cm², and its largest value exceeds (17) by 11 % at 100 A/cm² and 17 % at 1000 A/cm². The flat-plasma limit is thus a fair estimate for this diode, but never a clean one.

Adding Auger recombination, with a rough coefficient of $4\times10^{-31}$ cm⁶/s, changes $V_\Omega$ by a further 1 % at 100 A/cm². Coulomb attraction between the carriers can make the coefficient several times larger. With four times the coefficient, adding Auger recombination raises $V_\Omega$ by about 3 % at 100 A/cm² and about 16 % at 1000 A/cm². The background doping, taken as $10^{14}$ cm⁻³, is 0.09 % of the plasma density. The leading degeneracy correction in the plasma is about 0.2 % for the electrons and similar for the holes, and the relative space charge is about $5\times10^{-9}$. The mean field is 5 V/cm, far too small for velocity saturation. Degeneracy in the emitters has not been sized separately; it is taken to be part of the apparent gap narrowing.

Two assumptions have larger effects: a constant gap factor $g$ and constant mobility. Carriers in a dense plasma screen each other, which narrows the gap there too, and only the difference from the emitter's narrowing enters $g$. Estimates of the plasma's narrowing give about 12 to 14 meV at the mean density for 100 A/cm². Because it grows with density, both $h$ coefficients fall as the current rises. At constant mobility this lowers $V_\Omega$ at 100 A/cm² from 52 to about 38 to 40 mV, and its exponent from 0.49 to about 0.4. The other numbers in this text leave the effect out unless stated.

Constant mobility fails in the opposite direction. In a dense plasma electrons and holes scatter from each other. A Conwell–Weisskopf estimate, combined with lattice mobilities of 1400 and 450 cm²/Vs, gives $\mu_n+\mu_p=1474$, 1090 and 654 cm²/Vs at the mean densities for 10, 100 and 1000 A/cm². The constant sum of 1050 was chosen to suit the middle case, so the voltage there changes by just 3 %. Its exponent, however, rises from 0.49 to 0.66.

The size of this change follows from $V_\Omega\sim Jd/[q(\mu_n+\mu_p)n]$. Taking logarithmic derivatives,

$$\frac{d\ln V_\Omega}{d\ln J}\approx1-\frac{d\ln n}{d\ln J}-\frac{d\ln(\mu_n+\mu_p)}{d\ln J}. \tag{27}$$

The density exponent with scattering is 0.51. The mobility slope over the two decades is $\ln(654/1474)/\ln100=-0.18$. Their combination is $1-0.51+0.18=0.67$, close to the numerical 0.66. For constant $g$, the density thus keeps its square-root law while the voltage loses it. If the plasma's gap narrowing is included as well, the density exponent is about 0.6 and the voltage exponent about 0.64. Rescaling the constant-mobility result at 1000 A/cm² by $1050/654$ suggests about 0.26 V instead of 0.16 V. The numerical estimate also applies the reduced mobilities to diffusion. That overstates the slowing of ambipolar diffusion, in which electrons and holes move together. In drift they move in opposite directions, and there the estimate may understate the effect. If the same scattering rate is treated as friction proportional to the relative velocity, the exponent at 100 A/cm² becomes about 0.74, the voltage at 100 A/cm² about 65 mV, and the voltage at 1000 A/cm² about 0.40 V. With the plasma's gap narrowing added, this friction exponent is about 0.72. The direction of the change is therefore secure, but its size depends on how the scattering is modelled.

At 400 K, with lifetime, Auger recombination and scattering included, $V_\Omega$ at 100 A/cm² is 63 mV, against 52 mV for the same set of effects at 300 K. The mean density is 26 % higher, because the gap factor $g$ and hence both $h$ coefficients are smaller. The mobilities fall by more than enough to offset this. The comparison holds $\tau$, the Auger coefficient, the gap narrowing, $D_E$ and $L_E$ fixed, so it is not a full temperature model.

The dimensions and current density correspond roughly to a silicon diode of the 1200 V class, and emitter coefficients near $10^{-14}$ cm⁴/s are of a realistic order. A plasma density of $10^{17}$ cm⁻³ is towards the high end for normal conduction. The 50 µs lifetime is long for a fast-switching diode, where deliberate lifetime reduction can bring it to around 1 µs. With the other parameters unchanged, 1 µs would raise $n_c$ to $1.9\times10^{17}$ cm⁻³, above the plasma density found here at 100 A/cm². Emitter recombination would then no longer dominate. The comparison with $n_c$ is only rough in this case, because (10) assumes a nearly flat plasma, while at 1 µs $d/L_a\approx2.9$ and the profile sags in the middle. The emitters still take about 37 % of the current at 100 A/cm², and the local exponent of $V_\Omega$ is about 0.24, so neither rule applies. Before scaling a voltage by $\sqrt J$, one should therefore compare $n$ with $n_c$ and check how much the mobility, the gap narrowing in the plasma and the density ratio $r$ change over the current range. The last check matters for strongly unequal emitters. With $h_p=50h_n$ and constant mobility, going from 2.5 to 25 A/cm² multiplies $V_\Omega$ by 2.5 instead of 3.16, although $n$ is everywhere at least fourteen times $n_c$.

## Table of computed values

```
width 100 um, lifetime 50 us, T 300 K
mobilities 700, 350 cm2/Vs; b = 2.0
kT/q 25.85 mV; Da 12.06 cm2/s
ambipolar diffusion length 246 um
p+: N 5.0e+18 cm-3, D 5.0 cm2/s, L 10.0 um, W 1.75 um, narrowing 50 meV
p+: gap factor 6.92, h 3.993e-14 cm4/s, solver 3.991e-14 cm4/s, n_E/N 3.04e-03
n+: N 1.0e+19 cm-3, D 3.0 cm2/s, L 3.0 um, W 4.00 um, narrowing 60 meV
n+: gap factor 10.18, h 1.171e-14 cm4/s, solver 1.172e-14 cm4/s, n_E/N 1.60e-03
r_inf = 1.3060
crossover J at s=1/2: 35.1 A/cm2
density d/(tau(hp+hn)): 3.87e+15 cm-3
Emitter recombination only, constant mobility:
J 10 A/cm2: n0 3.392e+16, nd 3.751e+16, mean 3.572e+16 cm-3, r 1.1059
  ohmic 16.66 mV, Dember -0.87 mV, junctions 0.780 V
  exponents: mean n 0.5083, V_ohm 0.4923
J 100 A/cm2: n0 1.050e+17, nd 1.253e+17, mean 1.151e+17 cm-3, r 1.1926
  ohmic 51.76 mV, Dember -1.52 mV, junctions 0.840 V
  exponents: mean n 0.5076, V_ohm 0.4933
J 1000 A/cm2: n0 3.267e+17, nd 4.111e+17, mean 3.689e+17 cm-3, r 1.2583
  ohmic 161.83 mV, Dember -1.98 mV, junctions 0.901 V
  exponents: mean n 0.5039, V_ohm 0.4967
weighted rms end density at 100 A/cm2: 1.099e+17 cm-3
V_ohm/sqrt(J): low-J limit 5.407, high-J limit 5.080 mV/(A/cm2)^0.5
V_ohm exponent over 1e-4..1e8 A/cm2: 0.4920 to 0.5000
same with hp = 50 hn: 0.4007 to 0.4999, lowest at 7.9 A/cm2
Neglected effects at 100 A/cm2 (mean n, V_ohm, exponents n and V):
  none: 1.151e+17 cm-3, 51.76 mV, 0.508, 0.493
  base lifetime: 1.112e+17 cm-3, 53.57 mV, 0.518, 0.483
  lifetime + Auger: 1.103e+17 cm-3, 54.02 mV, 0.511, 0.490
  e-h scattering: 1.142e+17 cm-3, 50.09 mV, 0.514, 0.664
  all, 300 K: 1.094e+17 cm-3, 51.51 mV, 0.516, 0.659
  all, 400 K: 1.383e+17 cm-3, 62.57 mV, 0.512, 0.592
scattered mobilities at 10 A/cm2: 1065, 409 cm2/Vs
scattered mobilities at 100 A/cm2: 740, 350 cm2/Vs
scattered mobilities at 1000 A/cm2: 403, 251 cm2/Vs
base recombination share estimate at 100 A/cm2: 3.69 %
background doping / mean density: 8.7e-04 (doping 1e+14 cm-3)
degeneracy correction n/(sqrt(8) Nc): 1.6e-03
space charge / plasma density: 5.1e-09
mean drift field at 100 A/cm2: 5.18 V/cm
```
